# Why copper precipitates grow faster as silicon's Fermi level rises

**Q:** I am told that copper precipitates more easily in silicon once the Fermi level lies above the neutrality level of the precipitates, because they then stop repelling copper ions. Why should a precipitate be charged at all?

**A:** Treat the precipitate as a small metallic sphere of radius $R$ that exchanges electrons with the silicon. Let $E_F$ be the Fermi level and $E_N$ the Fermi level at which the sphere is neutral, both measured against the band edges far from it. Let $\phi$ be the electrostatic potential relative to that remote bulk, $\phi_s$ its value at the surface, and $q>0$ the elementary charge.

A positive potential lowers all electron energies at the sphere by $q\phi_s$. A sphere that has lost $Q/q$ electrons has also emptied its highest levels. With $g$ levels per unit energy, this lowers its chemical potential by $Q/(qg)$. Electron equilibrium therefore requires

$$E_N-q\phi_s-\frac{Q}{qg}=E_F .$$

If carrier screening is weak, the sphere has the Coulomb potential $\phi=Q/(4\pi\varepsilon r)$, so $Q=C\phi_s$ with $C=4\pi\varepsilon R$. Then $Q/(qg)=(C/q^2g)\,q\phi_s$, and

$$q\phi_s=\frac{E_N-E_F}{1+C/(q^2g)} .$$

For $R=5$ nm, one electron changes the potential energy by $q^2/C=0.0246$ eV. A free-electron estimate gives $g=8660$ per eV. The denominator is $1+1/(0.0246\times8660)=1.005$, so $q\phi_s\approx E_N-E_F$.

The sphere is positive when $E_F<E_N$, neutral at equality and negative when $E_F>E_N$. Strictly, then, the repulsion has already vanished at $E_N$, and above it there is attraction.

**Q:** How large is the repulsion in an ordinary p-type wafer?

**A:** Take 300 K, where $kT=0.02585$ eV, with $10^{15}$ acceptors and $10^{14}$ copper ions per cm³. Copper is a donor, so the hole density is $9\times10^{14}$ cm⁻³. With a valence-band density of states $N_v=3\times10^{19}$ cm⁻³,

$$E_F-E_v=kT\ln\frac{3\times10^{19}}{9\times10^{14}}=0.269\ \text{eV}.$$

I put $E_N$ 0.20 eV below the conduction band, a rough typical value. With a gap of 1.12 eV this is 0.920 eV above the valence band. The barrier is $0.920-0.269=0.651$ eV, or $25.2\,kT$, and, with screening neglected, the sphere carries about $0.651/0.0246=26$ positive charges.

**Q:** How does that barrier enter the growth rate?

**A:** Let $c$ be the Cu⁺ concentration, $D$ its diffusivity and $u=q\phi/kT$. Diffusion gives an outward current density $-D\,dc/dr$. The field $-d\phi/dr$ and the Einstein mobility $qD/kT$ add $-Dc\,du/dr$. The number of ions arriving per second is the inward flow through a sphere of radius $r$:

$$J=4\pi r^2D\left(\frac{dc}{dr}+c\frac{du}{dr}\right)
=4\pi r^2D\,e^{-u}\frac{d}{dr}\left(ce^u\right).$$

In steady state $J$ does not depend on $r$. Divide by $4\pi r^2De^{-u}$ and integrate from $R$ to infinity, where $u=0$ and $c=c_\infty$. With $c_s$ and $u_s$ the surface values,

$$c_\infty-c_se^{u_s}=\frac{J}{4\pi D}\int_R^\infty\frac{e^{u(r)}}{r^2}\,dr .$$

This can be written as

$$J=4\pi DR_{\rm eff}\left(c_\infty-c_se^{u_s}\right),\qquad
\frac1{R_{\rm eff}}=\int_R^\infty\frac{e^{u(r)}}{r^2}\,dr .$$

For the Coulomb potential $u=u_sR/r$, substitute $x=R/r$, so that $dr/r^2=-dx/R$:

$$\frac1{R_{\rm eff}}=\frac1R\int_0^1e^{u_sx}\,dx=\frac{e^{u_s}-1}{Ru_s},
\qquad \frac{R_{\rm eff}}R=\frac{u_s}{e^{u_s}-1}.$$

Strong repulsion gives $R_{\rm eff}/R\approx u_se^{-u_s}$. Near neutrality the ratio is $1-u_s/2$, and for strong unscreened attraction it tends to $|u_s|$. Nothing jumps at $E_N$: in this Coulomb formula, half the neutral rate is already reached 32.5 meV below it.

**Q:** But raising the Fermi level also changes the solubility of copper. How do you know that repulsion is the cause?

**A:** The two effects have to be separated. Dissolving one precipitate atom produces a Cu⁺ ion and an electron, and the electron joins the bulk at energy $E_F$. For dilute ions, with $G_0$ the standard free energy of an ion, $N_s$ the site density and $\mu_{\rm pr}$ the free energy per copper atom in the precipitate, equilibrium requires

$$\mu_{\rm pr}=G_0+kT\ln\frac{c_{\rm eq}}{N_s}+E_F,\qquad
c_{\rm eq}(E_F)=N_s\exp\left[-\frac{G_0+E_F-\mu_{\rm pr}}{kT}\right].$$

A higher Fermi level does lower the solubility of Cu⁺. At the precipitate surface, however, the Fermi level measured from the local bands is $E_F+q\phi_s=E_N$. If the interface is in local equilibrium, this gives

$$c_s=c_{\rm eq}(E_N)=c_{\rm eq}(E_F)e^{-u_s}.$$

Hence $c_se^{u_s}=c_{\rm eq}(E_F)$, and the growth law becomes

$$J=4\pi DR_{\rm eff}\left[c_\infty-c_{\rm eq}(E_F)\right].$$

Repulsion sits in $R_{\rm eff}$ and the driving force in the bracket. A rough high-temperature solubility law, extrapolated to 300 K, gives $c_{\rm eq}\approx2\times10^3$ cm⁻³ in the p-type wafer and practically zero at neutrality. Both are negligible beside $c_\infty=10^{14}$ cm⁻³, so the bracket is practically the same in the two cases. The Coulomb capture factor is $2.9\times10^{-10}$ in the first and 1 in the second. For growth of existing precipitates under these conditions, the lost repulsion is therefore the dominant cause.

The extrapolation need not be accurate. An error of 0.5 eV in the solution energy would multiply $c_{\rm eq}$ by about $2.5\times10^8$ and still leave it below 1% of the copper present.

**Q:** What does this mean in waiting time?

**A:** With $N_p$ precipitates per unit volume, $dc_\infty/dt=-N_pJ$. If other dopants hold $E_F$ nearly fixed and $c_{\rm eq}$ is neglected, the copper decays exponentially with

$$\tau=\frac1{4\pi DR_{\rm eff}N_p}.$$

Take $N_p=10^{10}$ cm⁻³ and $D=2.84\times10^{-7}$ cm²/s. At neutrality,

$$\tau=\frac1{4\pi(2.84\times10^{-7})(5\times10^{-7})(10^{10})}\ \text{s}=56\ \text{s}.$$

In the p-type wafer, $\tau=56\ \text{s}/(2.94\times10^{-10})=1.9\times10^{11}$ s, about 6000 years.

The steady-state flux is justified here. Each precipitate serves a cell of radius about 2.9 µm, which copper crosses in roughly $(2.9\ \mu\text{m})^2/D=0.3$ s. Capturing all the copper would enlarge the spheres by only 9% in radius.

**Q:** Your ion approaches a metal. Shouldn't its image charge help it in?

**A:** Yes, considerably. For a sphere held at fixed potential, the image of the ion is a charge $-qR/r$ at distance $R^2/r$ from the centre. The interaction energy is half the ion's charge times the image potential, because the image charge is induced:

$$U_{\rm im}=\frac q2\,\frac{-qR/r}{4\pi\varepsilon(r-R^2/r)}
=-\frac{q^2R}{8\pi\varepsilon(r^2-R^2)} .$$

In the p-type wafer this lowers the barrier top from 0.65 to 0.53 eV. The table adds nonlinear carrier screening first and then the image energy. Temperature, $R$ and the dielectric constant are held fixed.

| $E_F-E_N$ (eV) | Coulomb | Screened | With image |
|---:|---:|---:|---:|
| −0.651 | $2.9\times10^{-10}$ | $3.0\times10^{-10}$ | $1.0\times10^{-8}$ |
| −0.10 | 0.083 | 0.084 | 0.21 |
| 0 | 1.00 | 1.00 | 1.40 |
| +0.10 | 3.95 | 2.05 | 2.2 |

The image raises p-type capture about 34-fold and shortens the time to roughly 175 years, against 40 s at neutrality. The barrier top lies only 0.53 nm from the surface, where continuum electrostatics is doubtful, so these are estimates. They also assume that the sphere keeps its potential while the ion passes. If electrons are exchanged too slowly for that, a sphere held at its mean charge would capture about 30% less in the p-type wafer, and the suppression relative to neutrality would be about $5\times10^{-9}$. The charge also fluctuates thermally by about one electron, however, and spheres that happen to be less positive capture more. Averaging over these charges brings the p-type rate back to nearly its fixed-potential value.

The last row shows how little is gained above neutrality. There the screening length is 5.2 nm, comparable with $R$, and the attraction is shielded by positive donor charge, left uncovered where the negative sphere pushes electrons away. The table counts ions only. With a copper donor level 0.15 eV below the conduction band, as assumed in the next answer, 93% of the bulk copper is neutral in the last row, so the gain per copper atom is smaller still. For diffusion-limited growth, nearly all the improvement comes from approaching $E_N$ from below.

**Q:** Can copper itself lift a p-type wafer to neutrality?

**A:** Yes, if there is enough of it. Charge balance reads $p+c_{\rm Cu^+}=n+N_A$, with $N_A$ the acceptor density. At $E_F=E_N$ the holes are negligible. With a conduction-band density of states $N_c=3\times10^{19}$ cm⁻³,

$$c_{\rm Cu^+}-N_A=n=N_c\exp\left[-\frac{E_c-E_N}{kT}\right]=1.3\times10^{16}\ \text{cm}^{-3}.$$

The ions must outnumber the acceptors by this amount. If the copper donor level lies roughly 0.15 eV below the conduction band, 22% of the copper is neutral at this point. The total needed is then $(0.1+1.31)\times10^{16}/0.776=1.8\times10^{16}$ cm⁻³. Neutral copper feels no Coulomb barrier either, but in the p-type example its fraction is only $3\times10^{-12}$.

Neutrality reached in this way does not last. As copper precipitates, it stops supplying electrons, $E_F$ falls and the repulsion returns. In this model precipitation slows sharply once the remaining copper approaches the acceptor density.

**Q:** Does the same explanation cover the birth of new precipitates?

**A:** Only in part. Let $\Delta\mu=kT\ln(c_\infty/c_{\rm eq})$ be the free energy gained per atom. Classical nucleation assigns a cluster of $N$ atoms the work $W=-N\Delta\mu+aN^{2/3}$, where $a$ measures the interface cost. Setting $dW/dN=0$ gives $N_*^{1/3}=2a/(3\Delta\mu)$, and therefore

$$W_*=N_*^{2/3}\left(a-N_*^{1/3}\Delta\mu\right)
=\frac{4a^2}{9\Delta\mu^2}\,\frac a3=\frac{4a^3}{27\Delta\mu^2}.$$

Between the p-type wafer and neutrality, $\Delta\mu$ rises from 0.63 to 1.28 eV at the same copper concentration. For an assumed interface energy of 1 J/m², and with the charging energy of the cluster left out, $W_*$ falls from 2.4 to 0.6 eV. That gain comes from the driving force, not from lost repulsion. The critical clusters contain about eight atoms and one atom, so the continuum model shows a direction and not reliable barriers.

**Q:** What if attachment at the interface, and not diffusion, is the slow step?

**A:** The ions outside then settle into a Boltzmann distribution, and their surface concentration is $c_\infty e^{-u_s}$. With a fixed attachment velocity $k_s$, and zero net flux at equilibrium,

$$J=4\pi R^2k_se^{-u_s}\left[c_\infty-c_{\rm eq}(E_F)\right].$$

The p-type suppression becomes $e^{-25.17}\approx1.2\times10^{-11}$ before image corrections. The conclusion about repulsion survives, but the factor $u_s$ is gone. This figure is for ions alone. Neutral copper, at $3.4\times10^{-12}$ of the bulk concentration and not repelled, stands at the surface at about 29% of the ion concentration there, so it is no longer negligible if it attaches as readily.

**Q:** How close is this to a real wafer?

**A:** The acceptor density is ordinary, while $10^{14}$ cm⁻³ of copper is heavy contamination for device silicon. The calculated excess needed for neutrality agrees in rough size with the copper excess of about $10^{16}$ cm⁻³ associated with bulk precipitation in p-type silicon at room temperature. This is not a test of the model. Moving the assumed $E_N$ by 0.05 eV would change the calculated excess about sevenfold, and the growth rate has no threshold at that excess: with $10^{15}$ acceptors the Coulomb capture factor is already 0.21 for $2\times10^{15}$ cm⁻³ of copper and 0.037 for $1.1\times10^{15}$ cm⁻³, and it drops by orders of magnitude only as the copper falls to the acceptor density. Diffusion-limited growth alone therefore does not explain an onset near $10^{16}$ cm⁻³. Real copper need not wait for isolated spheres: surfaces and extended defects offer other sinks, so the p-type times above are not wafer lifetimes. Copper also pairs with acceptors, which slows its diffusion and lengthens the p-type times. A point-charge estimate gives a factor of about 7 for a closest distance of 0.235 nm but only 3.5 for 0.25 nm, so this estimate is uncertain; the empirical pairing law for boron-doped silicon gives about 2.4 at this doping. Temperature matters more. At 400 K, with the gap and $E_N$ held fixed, the barrier is 0.55 eV and the Coulomb capture factor is $2.1\times10^{-6}$, some 7000 times its value at 300 K. With the image energy included, the gain is smaller, roughly 2000-fold.

The most serious omission is misfit strain. I have assumed that nearby sinks relieve the volume change of the growing precipitate. If unrelieved strain cost more than the available 0.63 eV per atom in the p-type wafer, precipitation there would stop for lack of driving force, whatever the charge. The numerical output lists the remaining Fermi levels and the sizes of the smaller corrections.

## Computed values

```
Temperature 300 K; kT 0.02585 eV; permittivity ratio 11.7
Band gap 1.12 eV; Nc = Nv = 3.0e+19 cm^-3
Neutrality level below conduction band: 0.20 eV
Acceptors 1.0e+15, copper 1.0e+14 cm^-3
Precipitates 1.0e+10 cm^-3, radius 5.0 nm
Copper diffusivity used: 2.840e-07 cm2/s
p-type Fermi level above valence band: 0.2692 eV
Neutrality level above valence band: 0.9200 eV
p-type ideal barrier: 0.6508 eV; u = 25.17
Metal level density: 8660 per eV
Pinning fraction: 0.99533
p-type precipitate charge: 26.4 e
Energy step per electron: 0.0246 eV
Capture factor R_eff/R and decay time (Coulomb formula):
EF-EN (eV) | Coulomb | screened | screened+image | time (s)
-0.6508 | 2.941e-10 | 3.019e-10 | 1.016e-08 | 1.906e+11
-0.3000 | 1.059e-04 | 1.059e-04 | 8.286e-04 | 5.293e+05
-0.1000 | 8.256e-02 | 8.426e-02 | 2.150e-01 | 6.789e+02
-0.0500 | 3.268e-01 | 3.385e-01 | 6.289e-01 | 1.715e+02
+0.0000 | 1.000e+00 | 1.000e+00 | 1.399e+00 | 5.605e+01
+0.0500 | 2.261e+00 | 1.820e+00 | 2.114e+00 | 2.479e+01
+0.1000 | 3.951e+00 | 2.045e+00 | 2.215e+00 | 1.419e+01
p-type time, Coulomb: 6.043e+03 years
p-type time, with image: 1.750e+02 years
Neutral time, with image: 40.07 s
p/neutral capture ratio, Coulomb: 2.941e-10
p/neutral ratio, with image: 7.260e-09
Barrier top with image: 0.5316 eV
Distance of barrier top from surface: 0.530 nm
p-type screening length: 136.3 nm
Screening length at EF-EN=+0.1 eV: 5.16 nm
Half neutral rate at EN-EF: 32.5 meV
Copper-ion excess over acceptors needed: 1.310e+16 cm^-3
Total copper needed, neutral copper included: 1.818e+16 cm^-3
Neutral copper fraction, p-type: 3.378e-12
Neutral copper fraction at EN: 0.224
Solubility law: prefactor 5.0e+23 cm^-3, midgap energy 1.5 eV
Equilibrium Cu+ p-type: 2.425e+03 cm^-3
Equilibrium Cu+ at EN: 2.834e-08 cm^-3
Driving energy p-type: 0.632 eV/atom
Driving energy at EN: 1.283 eV/atom
p/neutral growth ratio from driving force: 1.0000000000
Nucleation work p-type: 2.41 eV, 7.6 atoms
Nucleation work at EN: 0.59 eV, 0.9 atoms
Interface energy used: 1.0 J/m2
Interface energy cost at R: 0.0384 eV/atom
Charging energy gain: 8.43e-05 eV/atom
Copper-acceptor pairing slows diffusion by: 7.42
Radius growth if all copper is captured: 1.090 times
400 K p-type barrier: 0.5462 eV
400 K p-type capture factor: 2.083e-06
```
